# Why long-range correlation energies converge exponentially in angular momentum

**Question.** In range-separated theory a density functional describes the short-range part of the electron repulsion, and a wave function describes the long-range part \(\mathrm{erf}(\mu r_{12})/r_{12}\). With the full Coulomb repulsion, the correlation energy contributed by angular momentum \(\ell\) falls only as an inverse power of \(\ell\). How fast does it fall for the long-range part, how does the rate depend on \(\mu\), and is the analyticity of the interaction enough to make the fall exponential?

## What is being expanded

Atomic units are used. Two electrons form a singlet, both in the lowest s orbital of a one-electron Hamiltonian \(h\), so that \(H_0=h(1)+h(2)\), with ground state \(\psi_0\) and energy \(E_0\). With \(x=\cos\theta\), where \(\theta\) is the angle between \(\mathbf r_1\) and \(\mathbf r_2\), expand

\[
w=\frac{\mathrm{erf}(\mu r_{12})}{r_{12}}=\sum_\ell w_\ell(r_1,r_2)P_\ell(x),\qquad g_\ell=w_\ell P_\ell\psi_0 .
\]

Since \(\psi_0\) is spherical in each electron, \(g_\ell\) has both electrons in angular momentum \(\ell\). The second-order energy is therefore a sum over \(\ell\). Its \(\ell=0\) part, in which both electrons stay in s orbitals, is left aside here. The other increments are

\[
E_\ell=-\langle g_\ell|(H_0-E_0)^{-1}|g_\ell\rangle ,\qquad \ell\ge1 .
\]

For \(\ell\ge1\) both electrons have left the s orbital, so these are double excitations. The results below concern this second-order energy, not higher orders, and convergence in \(\ell\), not in the cardinal number of a basis family.

## Mechanism: smoothness at fixed radii

Substituting \(v=ur_{12}\) in the definition of the error function gives

\[
w=\frac{2}{\sqrt\pi}\int_0^\mu e^{-u^2r_{12}^2}\,du,\qquad r_{12}^2=r_1^2+r_2^2-2r_1r_2x .
\]

Thus \(w\) has a power series in \(r_{12}^2\) that converges everywhere. Because \(r_{12}^2\) is linear in \(x\), \(w\) is an entire function of \(x\). In contrast, \(1/r_{12}\) has a branch point at \(x=(r_1^2+r_2^2)/(2r_1r_2)\), which reaches the physical end point \(x=1\) when \(r_1=r_2\). Its coefficients are \(r_<^\ell/r_>^{\ell+1}\), where \(r_<\) and \(r_>\) are the smaller and larger radius. At equal radii they equal \(1/r\) for every \(\ell\).

For one Gaussian, put \(a=2u^2r_1r_2\). Rodrigues' formula and \(\ell\) integrations by parts give

\[
\frac{2\ell+1}{2}\int_{-1}^1e^{ax}P_\ell\,dx=\frac{2\ell+1}{2^{\ell+1}\ell!}\,a^\ell\int_{-1}^1(1-x^2)^\ell e^{ax}dx\simeq\frac{a^\ell}{(2\ell-1)!!}.
\]

The last form holds for large \(\ell\), where \((1-x^2)^\ell\) selects \(x\approx0\) and its integral is \(2^{2\ell+1}(\ell!)^2/(2\ell+1)!\). In the integral over \(u\), the factor \(u^{2\ell}\) selects \(u\approx\mu\), hence

\[
\frac{w_{\ell+1}}{w_\ell}\to\frac{\mu^2r_1r_2}{\ell}.
\]

At fixed radii the coefficients fall faster than any geometric sequence. For \(\mu=1\,a_0^{-1}\) and \(r_1=r_2=1\,a_0\), they are 0.090, 0.0044 and \(1.5\times10^{-6}\) hartree at \(\ell=2,4,8\).

## Mechanism: the tail of the density

The energy also integrates over the radii, and the suppression weakens as they grow. At \(r_1=r_2=4\,a_0\), the same three coefficients are 0.165, 0.107 and 0.033 hartree.

To see why, let \(r_1=r_2=r\) with \(a=2u^2r^2\gg1\). Only small angles matter, so \(1-x\simeq\theta^2/2\) and \(P_\ell\simeq J_0(\lambda\theta)\), with \(\lambda=\ell+\tfrac12\). One Gaussian then contributes

\[
\lambda\int_0^\infty e^{-a\theta^2/2}J_0(\lambda\theta)\,\theta\,d\theta=\frac{\lambda}{a}e^{-\lambda^2/(2a)} .
\]

Integrating over \(u\) with \(p=\lambda/(2ur)\), for which \(\lambda\,du/(2u^2r^2)=-dp/r\), yields

\[
w_\ell(r,r)\simeq\frac{2}{r\sqrt\pi}\int_{\lambda/(2\mu r)}^\infty e^{-p^2}dp=\frac1r\,\mathrm{erfc}\!\left(\frac{\lambda}{2\mu r}\right).
\]

The small-angle step changes the exponent \(\lambda^2/(2a)\) by a fraction of order \((\lambda/a)^2\), so besides \(a\gg1\) the estimate needs \(\lambda\ll a\). The interaction is smooth on the length \(1/\mu\), hence on the angle \(1/(\mu r)\). Angular momenta above about \(2\mu r\) are cut off, and this limit moves outward with \(r\).

A high partial wave therefore draws its energy from large radii, at the price of a small density there. The leading exponential in \(\|g_\ell\|^2\) is \(\psi_0^2\,e^{-\lambda^2/(2\mu^2r^2)}\), and the best radius is a compromise.

- Gaussian tail, \(\psi_0^2\propto e^{-2\omega r^2}\) at equal radii: minimizing \(2\omega r^2+\lambda^2/(2\mu^2r^2)\) gives \(r^2=\lambda/(2\mu\sqrt\omega)\). The two terms are equal and sum to \(2\sqrt\omega\,\lambda/\mu\), which is linear in \(\ell\).
- Hydrogenic tail, \(\psi_0^2\propto e^{-4Zr}\): minimizing \(4Zr+\lambda^2/(2\mu^2r^2)\) gives \(r_*^3=\lambda^2/(4Z\mu^2)\). The second term is then \(2Zr_*\), and the sum is \(6Zr_*=6(Z\lambda/2\mu)^{2/3}\).

So for these two tails the smoothness of \(w\) removes the power law, but the tail of the density decides what replaces it. For the Gaussian tail the small-angle estimate requires \(\lambda/a\approx\sqrt\omega/\mu\ll1\). The harmonic well can be solved without this restriction.

## Formula: the harmonic well

Let \(h=-\tfrac12\nabla^2+\tfrac12\omega^2r^2\). In \(\mathbf s=(\mathbf r_1-\mathbf r_2)/\sqrt2\) and \(\mathbf S=(\mathbf r_1+\mathbf r_2)/\sqrt2\), \(H_0\) is again a sum of two such oscillators. As \(r_{12}=\sqrt2\,s\), the interaction excites only \(\mathbf s\), and only to spherical states \(|N\rangle\) with excitation energy \(2N\omega\).

**Matrix elements.** The normalized states are \(|N\rangle=c_N^{-1/2}L_N^{1/2}(\omega s^2)\psi_0\), with \(c_N=(3/2)_N/N!\). The generating function of the Laguerre polynomials,

\[
\sum_Nz^NL_N^{1/2}(X)=(1-z)^{-3/2}e^{-zX/(1-z)},
\]

gives, for \(z=\beta/(\omega+\beta)\),

\[
e^{-\beta s^2}\psi_0=(1-z)^{3/2}\sum_N\sqrt{c_N}\,z^N|N\rangle .
\]

Here \(\beta=2u^2\), so \(u=\sqrt{\omega/2}\,\sqrt{z/(1-z)}\) and \(du=\tfrac12\sqrt{\omega/2}\;z^{-1/2}(1-z)^{-3/2}dz\). The powers of \(1-z\) cancel, and

\[
w_N=\langle N|w|0\rangle=\sqrt{\frac{\omega c_N}{2\pi}}\int_0^tz^{N-1/2}dz=\sqrt{\frac{\omega c_N}{2\pi}}\,\frac{t^{N+1/2}}{N+\frac12},\qquad t=\frac{2\mu^2}{\omega+2\mu^2}.
\]

**Increments as a series.** Let \(\Pi_\ell\) project on both electrons having angular momentum \(\ell\), and let \(p_N=\langle N|\Pi_\ell|N\rangle\). Since \(\Pi_\ell\) commutes with \(H_0\), different \(N\) do not mix. Dividing \(w_N^2\) by \(2N\omega\) gives

\[
E_\ell=-\frac1{4\pi}\sum_{N\ge\ell}\frac{c_Np_N\,t^{2N+1}}{N(N+\frac12)^2}.
\]

The sum starts at \(N=\ell\) because two electrons of angular momentum \(\ell\) carry at least \(2\ell\) quanta.

**Channel weights.** Consider \(\Phi_z=\sum_N\sqrt{c_N}z^N|N\rangle\), whose squared norm is \(\sum_Nc_Nz^{2N}=(1-z^2)^{-3/2}\). From the expansion above,

\[
\Phi_z\propto\exp\!\left[-\tfrac12(\omega+\beta)(r_1^2+r_2^2)+\beta\,\mathbf r_1\!\cdot\!\mathbf r_2\right].
\]

Mehler's formula for oscillator functions of frequency \(\Omega\) reads, in one dimension,

\[
\sum_n\kappa^n\varphi_n(x_1)\varphi_n(x_2)\propto\exp\!\left[-\frac\Omega2\,\frac{1+\kappa^2}{1-\kappa^2}(x_1^2+x_2^2)+\frac{2\Omega\kappa}{1-\kappa^2}x_1x_2\right].
\]

A product of three such sums reproduces \(\Phi_z\) if \(2\kappa/(1+\kappa^2)=\beta/(\omega+\beta)=z\) and \(\Omega=(\omega+\beta)(1-\kappa^2)/(1+\kappa^2)\). The weights below depend only on \(\kappa\). Put \(z=1/\cosh(\eta/2)\). The root below one then satisfies

\[
\kappa^2=\frac{1-\sqrt{1-z^2}}{1+\sqrt{1-z^2}}=\frac{1-\tanh(\eta/2)}{1+\tanh(\eta/2)}=e^{-\eta}\equiv q .
\]

A pair of orbitals with \(2n+\ell\) quanta each has weight proportional to \(q^{2n+\ell}\). Channel \(\ell\) contains \(2\ell+1\) orientations, giving \((2\ell+1)q^\ell/(1-q^2)\), while all channels together give \((1-q)^{-3}\). The fraction in channel \(\ell\) is

\[
(2\ell+1)\,q^\ell\frac{(1-q)^2}{1+q}=4\lambda e^{-\lambda\eta}\,\frac{\sinh^2(\eta/2)}{\cosh(\eta/2)} .
\]

Multiplication by \(z\) and by the squared norm \(\coth^3(\eta/2)\) gives

\[
\sum_Nc_Np_Nz^{2N+1}=4\lambda e^{-\lambda\eta}\coth(\eta/2).
\]

**Energy denominators.** Integration with \(dz/z=-\tfrac12\tanh(\eta/2)\,d\eta\) supplies the missing denominators. A first and a second integration, each doubled, give

\[
\sum_N\frac{c_Np_Nz^{2N+1}}{N+\frac12}=4e^{-\lambda\eta},\qquad
\sum_N\frac{c_Np_Nz^{2N+1}}{(N+\frac12)^2}=4\int_\eta^\infty\tanh\frac{\eta'}2\,e^{-\lambda\eta'}d\eta'\equiv F(\eta).
\]

For the factor \(1/N\), first divide by \(z\), that is, multiply by \(\cosh(\eta/2)\), and integrate once more. Let \(\gamma\) be the value of \(\eta\) at \(z=t\). Then

\[
\sum_N\frac{c_Np_Nt^{2N}}{N(N+\frac12)^2}=\int_\gamma^\infty\sinh\frac\eta2\,F(\eta)\,d\eta
=8\int_\gamma^\infty\tanh\frac\eta2\,e^{-\lambda\eta}\left[\cosh\frac\eta2-\cosh\frac\gamma2\right]d\eta ,
\]

where the order of integration was exchanged. Multiplying by \(-t/(4\pi)\), with \(t=1/\cosh(\gamma/2)\), gives

\[
\boxed{E_\ell=-\frac2\pi\int_\gamma^\infty e^{-(\ell+\frac12)\eta}\tanh\frac\eta2\left[\frac{\cosh(\eta/2)}{\cosh(\gamma/2)}-1\right]d\eta}
\]

Finally \(\cosh(\gamma/2)=1/t=1+\omega/(2\mu^2)\) and \(\cosh(\gamma/2)=1+2\sinh^2(\gamma/4)\), so

\[
\boxed{\gamma=4\,\mathrm{arsinh}\frac{\sqrt\omega}{2\mu}}
\]

## What the formula says

With \(\eta=\gamma+v\), the integral becomes \(e^{-\gamma\lambda}\) times an integral of \(e^{-\lambda v}\) with a positive function. Raising \(\ell\) by one multiplies the integrand by \(e^{-\gamma}e^{-v}\), so \(|E_{\ell+1}/E_\ell|<e^{-\gamma}\). For large \(\lambda\) only small \(v\) counts. There the bracket is \(\tfrac12v\tanh(\gamma/2)\), and

\[
E_\ell\simeq-\frac{\tanh^2(\gamma/2)}{\pi\lambda^2}\,e^{-\gamma\lambda}.
\]

The ratio therefore tends to \(e^{-\gamma}\) from below. The energy missing above a maximum \(L\) follows from \(\sum_{\ell>L}e^{-\lambda\eta}=e^{-(L+1)\eta}/[2\sinh(\eta/2)]\):

\[
R_L=-\frac1\pi\int_\gamma^\infty\frac{e^{-(L+1)\eta}}{\cosh(\eta/2)}\left[\frac{\cosh(\eta/2)}{\cosh(\gamma/2)}-1\right]d\eta .
\]

The same argument gives \(|R_{L+1}/R_L|<e^{-\gamma}\).

For \(\mu\gg\sqrt\omega\), \(\gamma\simeq2\sqrt\omega/\mu\), as the tail argument predicted: the rate compares the smoothing length \(1/\mu\) with the cloud size \(1/\sqrt\omega\). For \(\mu\ll\sqrt\omega\), \(e^{-\gamma}\simeq\mu^4/\omega^2\).

The Coulomb law returns as \(\gamma\to0\). For small \(\gamma\) and large \(\lambda\), the integrand reduces to \(\eta(\eta^2-\gamma^2)e^{-\lambda\eta}/16\). Since \(\eta(\eta^2-\gamma^2)=2\gamma^2v+3\gamma v^2+v^3\),

\[
E_\ell\simeq-\frac{3}{4\pi\lambda^4}\,e^{-\gamma\lambda}\left(1+\gamma\lambda+\tfrac13\gamma^2\lambda^2\right).
\]

The inverse fourth power thus survives until \(\lambda\) is comparable with \(1/\gamma\simeq\mu/(2\sqrt\omega)\).

## Number: a well with ω = 1 hartree

For \(\mu=1\,a_0^{-1}\), \(\gamma=4\,\mathrm{arsinh}(0.5)=1.925\) and \(e^{-\gamma}=0.146\). The increments at \(\ell=5\) and 6 are \(-1.826\times10^{-7}\) and \(-1.850\times10^{-8}\) hartree. Their ratio, 0.101, lies below the limit. The factor \(\lambda^{-2}\) accounts for most of the difference: \(0.1459\times(5.5/6.5)^2=0.104\).

The energy missing above \(L\) is, in absolute value:

| \(\mu\) (\(a_0^{-1}\)) | \(e^{-\gamma}\) | \(L=3\) (hartree) | \(L=5\) (hartree) |
|---|---|---|---|
| 0.5 | 0.029 | \(2.12\times10^{-9}\) | \(8.44\times10^{-13}\) |
| 1 | 0.146 | \(2.16\times10^{-6}\) | \(2.07\times10^{-8}\) |
| 2 | 0.372 | \(8.53\times10^{-5}\) | \(5.12\times10^{-6}\) |
| Coulomb | 1 | \(1.16\times10^{-3}\) | \(3.57\times10^{-4}\) |

Going from \(L=3\) to \(L=5\) reduces the error by a factor of 104 for \(\mu=1\,a_0^{-1}\), but by 3.3 for Coulomb. At \(L=3\) the two errors are 0.059 meV and 31.6 meV. Part of this contrast reflects the weaker interaction. Relative to the sum of all increments with \(\ell\ge1\), the errors are \(2.3\times10^{-4}\) and \(2.6\times10^{-2}\).

## An atom: where the strict exponential fails

For a hydrogenic pair, \(E_\ell\) can be bracketed. In channel \(\ell\) each electron has energy at least \(-Z^2/[2(\ell+1)^2]\), which bounds \(H_0-E_0\) from below. The Cauchy–Schwarz inequality supplies the other side:

\[
\frac{\|g_\ell\|^4}{\langle g_\ell|H_0-E_0|g_\ell\rangle}\le|E_\ell|\le\frac{\|g_\ell\|^2}{Z^2[1-(\ell+1)^{-2}]} .
\]

Because \((H_0-E_0)\psi_0=0\), integration by parts gives

\[
\langle g_\ell|H_0-E_0|g_\ell\rangle=\tfrac12\sum_{i=1}^2\int\psi_0^2\,|\nabla_i(w_\ell P_\ell)|^2 .
\]

Relative to \(\|g_\ell\|^2\), the angular part is about \(\lambda^2/r_*^2=4Z\mu^2r_*\), which grows only as \(\lambda^{2/3}\). The radial part stays bounded at leading order, because the logarithmic slope of \(e^{-\lambda^2/(4\mu^2r_1r_2)}\) at \(r_*\) is \(Z\), and \(|r_1-r_2|\) remains of order \(1/\mu\). Both bounds therefore share the leading exponent found from the tail:

\[
|E_\ell|\sim\exp\!\left[-6\left(\frac{Z\lambda}{2\mu}\right)^{2/3}\right],\qquad
\text{local rate}\simeq4\left(\frac{Z}{2\mu}\right)^{2/3}\lambda^{-1/3},
\]

up to algebraic factors. This is a saddle-point result, not a closed formula. It is faster than any inverse power, but slower than any true exponential.

For helium with \(Z=2\), \(\mu=1\,a_0^{-1}\) and bare-nucleus orbitals, the computed local rate \(\ln(E_\ell/E_{\ell+1})\) is 3.64 at \(\ell=1\), 2.30 at \(\ell=5\) and 1.29 at \(\ell=30\). The estimate for the last, at the midpoint \(\lambda=31\), is \(4\times31^{-1/3}=1.27\). These numbers belong to the unscreened model. In the exponent, \(Z\) stands for the decay constant of the occupied orbital. In a real atom this is \(\sqrt{-2\varepsilon}\), with \(\varepsilon\) the orbital energy, not the nuclear charge. The Hartree–Fock orbital of helium has \(\sqrt{-2\varepsilon}=1.355\), which lowers the estimate at \(\lambda=31\) to 0.98. With that orbital the three rates drop to about 3.1–3.2, 1.9 and 1.03, the first depending on the potential felt by the excited orbitals.

In the well with \(\mu=1\,a_0^{-1}\), the printed increments give rates of 3.21 at \(\ell=1\) and 2.29 at \(\ell=5\), heading for 1.925 instead of zero. In both systems the local rate falls over the first six partial waves, so a falling rate alone does not reveal which limit is approached. The closeness of 2.29 and 2.30 comes from pairing \(\omega=1\) hartree with \(Z=2\) and has no general meaning. A rate fitted to low \(\ell\) for the atom is a local one and should not be extrapolated. The numerical check tests the closed formula against explicit sums over oscillator states. It tests the stretched rate on \(\|g_\ell\|^2\) at \(\ell=400\), together with the mean excitation energy there. For the atomic \(E_\ell\) itself it checks the two bounds at \(\ell=1\), 6 and 31 and the falling local rate.

## Values computed for the example and the checks

```
w_l(r,r), r = 1 a0, mu = 1 /a0, in hartree (Coulomb: 1 for all l)
  l=2: 9.0139e-02
  l=4: 4.3780e-03
  l=8: 1.5495e-06
same at r = 4 a0 (Coulomb: 0.25 for all l)
  l=2: 1.6455e-01
  l=4: 1.0653e-01
  l=8: 3.3396e-02
harmonic well, omega = 1 hartree; mu in 1/a0
  mu=0.5: gamma=3.5255, exp(-gamma)=0.0294
  mu=1.0: gamma=1.9248, exp(-gamma)=0.1459
  mu=2.0: gamma=0.9899, exp(-gamma)=0.3716
-E_l in hartree: mu=0.5, 1, 2, Coulomb
  l=1: 1.0080e-03 8.8034e-03 2.3485e-02 3.7089e-02
  l=2: 8.7661e-06 3.5619e-04 2.1125e-03 5.3523e-03
  l=3: 1.2180e-07 2.3637e-05 3.2819e-04 1.4686e-03
  l=4: 2.0795e-09 1.9525e-06 6.5243e-05 5.5237e-04
  l=5: 3.9909e-11 1.8259e-07 1.4924e-05 2.5144e-04
  l=6: 8.2594e-13 1.8497e-08 3.7359e-06 1.3015e-04
missing energy above L in hartree (absolute value), same columns
  L=1: 8.8900e-06 3.8198e-04 2.5260e-03 7.9813e-03
  L=2: 1.2392e-07 2.5793e-05 4.1348e-04 2.6290e-03
  L=3: 2.1203e-09 2.1558e-06 8.5291e-05 1.1604e-03
  L=4: 4.0753e-11 2.0332e-07 2.0048e-05 6.0801e-04
  L=5: 8.4438e-13 2.0727e-08 5.1237e-06 3.5657e-04
missing energy above L=3 in meV, same columns
  5.77e-05 0.05866 2.321 31.58
largest relative deviation, explicit sums: 1.4e-12
E_1 Coulomb, explicit sum: -0.03731 hartree
helium, Z=2, mu=1 /a0: -E_l in hartree
  l=1: 2.2398e-03
  l=2: 5.9086e-05
  l=3: 2.8918e-06
  l=4: 1.9727e-07
  l=5: 1.6776e-08
  l=6: 1.6774e-09
  l=12: 1.2577e-14
  l=13: 2.1944e-15
  l=30: 2.9525e-26
  l=31: 8.1063e-27
helium local rate ln(E_l/E_(l+1))
  l=1: 3.635
  l=3: 2.685
  l=5: 2.303
  l=12: 1.746
  l=30: 1.293
bounds on -E_31: 7.845e-27, 8.642e-26 hartree
rate of squared source norm at l=400: computed, predicted
  mu=1.0 /a0: 0.5424, 0.5424
  mu=0.5 /a0: 0.8609, 0.8611
saddle radius, l=400, mu=1: 27.17 a0
mean excitation there: 221.9 hartree
```
